# Oxygen Pressure and the Neutral Vacancy Energy in Silica: test program

```python
"""
Result under test: for a neutral oxygen vacancy in silica in equilibrium with
ideal O2 gas at fixed temperature T, the formation energy E_f = E0 + mu_O obeys
    E_f(p2) - E_f(p1) = (1/2) k T ln(p2/p1),
about -1.29 eV at 1300 K for p2/p1 = 1e-10.
Symbols: E0 = formation energy at mu_O = 0; mu_O = half the chemical potential
of O2, counted from half the energy of the rotationless vibrational ground state;
p = O2 pressure; kT = thermal energy. Internally all is in atomic units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gammaln

# Unit conversions
hartree_J = sc.physical_constants["Hartree energy"][0]
bohr_m = sc.physical_constants["Bohr radius"][0]
eV = sc.e / hartree_J
angstrom = 1e-10 / bohr_m
torr = sc.torr / (hartree_J / bohr_m**3)
dalton = sc.atomic_mass / sc.m_e

# Example inputs (molecular and solid data are rough values)
temperature = 1300.0
kT = sc.k * temperature / hartree_J
p_high = 760.0 * torr
decades = 10
p_low = p_high / 10.0**decades
atom_mass = 16.0 * dalton
molecule_mass = 2 * atom_mass
bond_length = 1.2 * angstrom
vib_quantum = 0.20 * eV
bond_energy = 5.1 * eV
E0 = 5.5 * eV
site_volume = 23.0 * angstrom**3
silicon_floor = -4.7 * eV
site_spread = 0.3 * eV
inertia = atom_mass / 2 * bond_length**2


def mu_oxygen(p):
    """Derived formula, with a classical rotor."""
    q_int = 3 * inertia * kT / (1 - np.exp(-vib_quantum / kT))
    density_factor = (molecule_mass * kT / (2 * np.pi))**1.5
    return -0.5 * kT * np.log(kT / p * density_factor * q_int)


shift = 0.5 * kT * np.log(p_low / p_high)

# Explicit internal sum: electron-spin triplet, odd rotational levels only
J = np.arange(1, 400, 2)
rot_sum = np.sum((2 * J + 1) * np.exp(-J * (J + 1) / (2 * inertia * kT)))
vib_sum = np.sum(np.exp(-np.arange(200) * vib_quantum / kT))
q_int_sum = 3 * rot_sum * vib_sum


def log_box_sum(length):
    """Log of the explicit sum over one-dimensional box levels."""
    a = np.pi**2 / (2 * molecule_mass * length**2 * kT)
    n_max = int(np.sqrt(40 / a)) + 1
    total = 0.0
    for start in range(1, n_max + 1, 500000):
        n = np.arange(start, min(start + 500000, n_max + 1), dtype=float)
        total += np.sum(np.exp(-a * n * n))
    return np.log(total)


def canonical_gas(p_target, N=200):
    """Chemical potential per atom and pressure from differences of F."""
    length = (N * kT / p_target)**(1 / 3)
    log_q = 3 * log_box_sum(length) + np.log(q_int_sum)

    def free_energy(number):
        return kT * (gammaln(number + 1) - number * log_q)

    mu_molecule = (free_energy(N + 1) - free_energy(N - 1)) / 2
    h = 1e-3
    slope = (log_box_sum(length * (1 + h)) - log_box_sum(length * (1 - h)))
    pressure = N * kT * slope / (2 * h * length) / length**2
    return mu_molecule / 2, pressure


# Test: absolute chemical potential and its shift from explicit quantum levels
mu_box_high, p_box_high = canonical_gas(p_high)
mu_box_low, p_box_low = canonical_gas(p_low)
# Tolerances cover the 1/N and wall corrections of a 200-molecule box.
assert abs(p_box_high / p_high - 1) < 1e-3
assert abs(p_box_low / p_low - 1) < 1e-3
assert abs(mu_box_high - mu_oxygen(p_high)) < 5e-4 * eV
assert abs(mu_box_low - mu_oxygen(p_low)) < 5e-4 * eV
box_shift = mu_box_low - mu_box_high
assert abs(box_shift - shift) < 1e-4 * eV
assert abs(abs(shift) / eV - 1.29) < 0.005


def closed_system_fraction(p, energy, sites=1e10, gas_molecules=1e10):
    """Mean vacant fraction when expelled atoms pair up in a closed gas."""
    volume = gas_molecules * kT / p
    log_q = np.log(volume * (molecule_mass * kT / (2 * np.pi))**1.5 * q_int_sum)

    def log_weight(n):
        arrangements = (gammaln(sites + 1) - gammaln(n + 1)
                        - gammaln(sites - n + 1))
        gas = n / 2 * log_q - gammaln(gas_molecules + n / 2 + 1)
        return arrangements - n * energy / kT + gas

    coarse = 2 * np.round(np.geomspace(1, 1e8, 4000))
    peak = coarse[np.argmax(log_weight(coarse))]
    half_width = 10 * np.sqrt(peak) + 0.01 * peak + 10
    first = 2 * int(max(0, peak - half_width) // 2)
    n = np.arange(first, peak + half_width, 2.0)
    logs = log_weight(n)
    weights = np.exp(logs - logs.max())
    return np.sum(n * weights) / np.sum(weights) / sites


def vacant_fraction(p, energy):
    return 1 / (1 + np.exp((energy + mu_oxygen(p)) / kT))


# Test: vacancy law, with a lower energy so that vacancies can be counted
test_energy = 3.5 * eV
x_closed_high = closed_system_fraction(p_high, test_energy)
x_closed_low = closed_system_fraction(p_low, test_energy)
assert abs(x_closed_high / vacant_fraction(p_high, test_energy) - 1) < 5e-3
assert abs(x_closed_low / vacant_fraction(p_low, test_energy) - 1) < 5e-3
assert abs(x_closed_low / x_closed_high / 10**(decades / 2) - 1) < 1e-2

# Worked example
E_high = E0 + mu_oxygen(p_high)
E_low = E0 + mu_oxygen(p_low)
site_density = 1 / (site_volume / angstrom**3 * 1e-24)
n_high = site_density * vacant_fraction(p_high, E0)
n_low = site_density * vacant_fraction(p_low, E0)

# Neglected effect: dissociation of O2 at the low-pressure end
atom_states = 9


def mu_atom(p):
    factor = (atom_mass * kT / (2 * np.pi))**1.5
    return bond_energy / 2 - kT * np.log(kT / p * factor * atom_states)


# Equal chemical potentials give p_atom = c sqrt(p_molecule).
c = np.exp((mu_oxygen(p_low) - mu_atom(p_low)) / kT) * np.sqrt(p_low)
root_p_molecule = (-c + np.sqrt(c * c + 4 * p_low)) / 2
p_molecule = root_p_molecule**2
atom_fraction = 1 - p_molecule / p_low
dissociation_shift = 0.5 * kT * np.log(p_molecule / p_low)


def gibbs(log_alpha):
    alpha = np.exp(log_alpha)
    p_mol = p_low * (1 - alpha) / (1 + alpha)
    p_at = p_low * 2 * alpha / (1 + alpha)
    return ((1 - alpha) * 2 * mu_oxygen(p_mol) + 2 * alpha * mu_atom(p_at)) / kT


best = minimize_scalar(gibbs, bounds=(-14, -0.5), method="bounded",
                       options={"xatol": 1e-9})
alpha_best = np.exp(best.x)
assert abs(2 * alpha_best / (1 + alpha_best) / atom_fraction - 1) < 1e-3

# Neglected effect: forces between molecules (rough Lennard-Jones values)
well = sc.k * 120.0 / hartree_J
diameter = 3.5 * angstrom


def mayer(s):
    u = 4 * well * (s**-12 - s**-6)
    return (np.exp(-u / kT) - 1) * s * s


integral = quad(mayer, 0.3, 1)[0] + quad(mayer, 1, 50, limit=200)[0]
integral += -0.3**3 / 3
virial = -2 * np.pi * diameter**3 * integral
nonideal_shift = 0.5 * virial * p_high


def excess_volume(p):
    v = (kT + np.sqrt(kT**2 + 4 * kT * virial * p)) / (2 * p)
    return v - kT / p


work = quad(excess_volume, 1e-3 * p_high, p_high)[0]
assert abs(work / (virial * p_high * (1 - 1e-3)) - 1) < 2e-3

# Neglected effects: quantum degeneracy, solid volume work, temperature error
degeneracy = p_high / kT * (2 * np.pi / (molecule_mass * kT))**1.5
volume_work = p_high * site_volume
shift_10K = abs(shift) * 10 / temperature

# Neglected effect: a Gaussian spread of site energies in the glass
z = np.linspace(-8, 8, 8001)
gauss = np.exp(-z * z / 2)
gauss /= gauss.sum()
mean_high = np.sum(gauss * vacant_fraction(p_high, E0 + site_spread * z))
mean_low = np.sum(gauss * vacant_fraction(p_low, E0 + site_spread * z))
enhancement = mean_high / vacant_fraction(p_high, E0)
assert abs(enhancement / np.exp(site_spread**2 / (2 * kT**2)) - 1) < 1e-3
assert abs(mean_low / mean_high / 10**(decades / 2) - 1) < 1e-3

# Range of validity: silica must not reduce to silicon
assert mu_oxygen(p_low) > silicon_floor
p_floor = p_high * np.exp(2 * (silicon_floor - mu_oxygen(p_high)) / kT)

print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT / eV:.5f} eV")
print(f"high O2 pressure: {p_high / torr:.0f} Torr")
print(f"low O2 pressure: {p_low / torr:.2e} Torr")
print(f"ln(p_low/p_high): {np.log(p_low / p_high):.4f}")
print(f"formation-energy shift, formula: {shift / eV:.4f} eV")
print(f"same shift, converted: {shift:.5f} hartree")
print(f"same shift, explicit box levels: {box_shift / eV:.4f} eV")
print(f"shift per pressure decade: {shift / eV / decades:.4f} eV")
print(f"wrong shift if the half is forgotten: {2 * shift / eV:.4f} eV")
print(f"O2 bond length (rough input): {bond_length / angstrom:.1f} angstrom")
print(f"O2 vibrational quantum (rough input): {vib_quantum / eV:.2f} eV")
print(f"O atom mass (input): {atom_mass / dalton:.0f} u")
print(f"internal factor q_int, explicit sum: {q_int_sum:.1f}")
print(f"mu_O at high pressure, formula: {mu_oxygen(p_high) / eV:.3f} eV")
print(f"mu_O at high pressure, box levels: {mu_box_high / eV:.3f} eV")
print(f"mu_O at low pressure, formula: {mu_oxygen(p_low) / eV:.3f} eV")
print(f"mu_O at low pressure, box levels: {mu_box_low / eV:.3f} eV")
print(f"E0 (rough input): {E0 / eV:.1f} eV")
print(f"E_f at high pressure: {E_high / eV:.2f} eV")
print(f"E_f at low pressure: {E_low / eV:.2f} eV")
print(f"volume per O site (rough): {site_volume / angstrom**3:.0f} angstrom^3")
print(f"O site density: {site_density:.1e} cm^-3")
print(f"vacancy density at high pressure: {n_high:.1e} cm^-3")
print(f"vacancy density at low pressure: {n_low:.1e} cm^-3")
print(f"vacancy density ratio low/high: {n_low / n_high:.3e}")
print(f"closed-system test, E0 used: {test_energy / eV:.1f} eV")
print(f"closed-system vacant fraction, high p: {x_closed_high:.3e}")
print(f"closed-system vacant fraction, low p: {x_closed_low:.3e}")
print(f"closed-system ratio low/high: {x_closed_low / x_closed_high:.3e}")
print(f"O2 bond energy (rough input): {bond_energy / eV:.1f} eV")
print(f"O atoms in gas at low pressure: {100 * atom_fraction:.1f} percent")
print(f"mu_O change by dissociation: {dissociation_shift / eV:.1e} eV")
print(f"mu_O change by gas forces, high p: {nonideal_shift / eV:.1e} eV")
print(f"quantum degeneracy parameter, high p: {degeneracy:.1e}")
print(f"pressure work on one O site volume: {volume_work / eV:.1e} eV")
print(f"change of shift for 10 K error: {shift_10K / eV:.4f} eV")
print(f"site-energy spread (rough input): {site_spread / eV:.1f} eV")
print(f"vacancy density factor from spread: {enhancement:.0f}")
print(f"density ratio low/high with spread: {mean_low / mean_high:.3e}")
print(f"mu_O floor for silica (rough input): {silicon_floor / eV:.1f} eV")
print(f"O2 pressure at that floor: {p_floor / torr:.0e} Torr")
print(f"E_f at that floor: {(E0 + silicon_floor) / eV:.1f} eV")
print("success")
```

Output:

```
temperature: 1300 K
thermal energy kT: 0.11203 eV
high O2 pressure: 760 Torr
low O2 pressure: 7.60e-08 Torr
ln(p_low/p_high): -23.0259
formation-energy shift, formula: -1.2897 eV
same shift, converted: -0.04740 hartree
same shift, explicit box levels: -1.2898 eV
shift per pressure decade: -0.1290 eV
wrong shift if the half is forgotten: -2.5795 eV
O2 bond length (rough input): 1.2 angstrom
O2 vibrational quantum (rough input): 0.20 eV
O atom mass (input): 16 u
internal factor q_int, explicit sum: 1113.5
mu_O at high pressure, formula: -1.483 eV
mu_O at high pressure, box levels: -1.483 eV
mu_O at low pressure, formula: -2.773 eV
mu_O at low pressure, box levels: -2.772 eV
E0 (rough input): 5.5 eV
E_f at high pressure: 4.02 eV
E_f at low pressure: 2.73 eV
volume per O site (rough): 23 angstrom^3
O site density: 4.3e+22 cm^-3
vacancy density at high pressure: 1.2e+07 cm^-3
vacancy density at low pressure: 1.2e+12 cm^-3
vacancy density ratio low/high: 1.000e+05
closed-system test, E0 used: 3.5 eV
closed-system vacant fraction, high p: 1.514e-08
closed-system vacant fraction, low p: 1.511e-03
closed-system ratio low/high: 9.981e+04
O2 bond energy (rough input): 5.1 eV
O atoms in gas at low pressure: 2.1 percent
mu_O change by dissociation: -1.2e-03 eV
mu_O change by gas forces, high p: 1.3e-05 eV
quantum degeneracy parameter, high p: 3.5e-09
pressure work on one O site volume: 1.5e-05 eV
change of shift for 10 K error: 0.0099 eV
site-energy spread (rough input): 0.3 eV
vacancy density factor from spread: 36
density ratio low/high with spread: 1.000e+05
mu_O floor for silica (rough input): -4.7 eV
O2 pressure at that floor: 9e-23 Torr
E_f at that floor: 0.8 eV
success
```
